# Pairing Energy of Hydrogen on Silicon Dimers from Equilibrium Fractions: test program

```python
"""Pairing energy of hydrogen on silicon dimers from equilibrium fractions.

Result under test: eps = kT ln(4 f0 f2 / f1^2) for noninteracting dimers.
f0, f1, f2 : fractions of empty, singly, doubly hydrogenated dimers
eps        : energy released by 2 singly -> 1 doubly + 1 empty (eV)
theta      : hydrogen per site, f2 + f1/2
K          : exp(eps/kT);  u = f1/2
Internal states (spin, tilt), neighbour attraction, vibration, counting
error and rough rates are sized for the same numbers.
"""
import numpy as np
from scipy.constants import k, e, h, c
from scipy.optimize import brentq

kB = k / e
T = 600.0
kT = kB * T
f = np.array([0.80, 0.04, 0.16])
f0, f1, f2 = f
assert abs(f.sum() - 1) < 1e-12
theta = f2 + f1 / 2


def pairing(fr, temp):
    return kB * temp * np.log(4 * fr[0] * fr[2] / fr[1]**2)


def site_states(energy):
    """Microstates (number of H, energy) from left/right occupation."""
    return [(a + b, -energy * a * b) for a in (0, 1) for b in (0, 1)]


def equilibrium(states, temp, cover):
    """Fractions by explicit Boltzmann sum at a given coverage."""
    number = np.array([s[0] for s in states])
    energy = np.array([s[1] for s in states])

    def probabilities(log_z):
        a = number * log_z - energy / (kB * temp)
        p = np.exp(a - a.max())
        return p / p.sum()

    root = brentq(lambda y: probabilities(y) @ number - 2 * cover,
                  -40, 20, xtol=1e-13)
    return np.bincount(number, weights=probabilities(root), minlength=3)


def canonical(energy, dimers, hydrogens):
    """Fractions at fixed H number, without a chemical potential."""
    one = np.zeros(3)
    for n, en in site_states(energy):
        # the factor exp(-n*energy/2kT) cancels at fixed H number
        one[n] += np.exp(-en / kT - n * energy / (2 * kT))
    one /= one.sum()
    rest = one.copy()
    for _ in range(dimers - 2):
        rest = np.convolve(rest, one)
    total = np.convolve(rest, one)[hydrogens]
    return np.array([one[n] * rest[hydrogens - n] / total
                     for n in range(3)])


eps = pairing(f, T)
K = np.exp(eps / kT)

# Fixed-number ensemble: finite-size error must vanish as 1/M
small = canonical(eps, 500, 180)
large = canonical(eps, 1000, 360)
assert np.max(abs(large - f)) < 1e-3
assert np.allclose((small - f) / (large - f), 2, atol=0.1)
assert abs(pairing(large, T) - eps) < 1e-3

# Energy inferred without counting the two placements of a single H
eps_wrong = kT * np.log(f0 * f2 / f1**2)
f_wrong = canonical(eps_wrong, 1000, 360)
assert abs(f_wrong[1] - f1) > 0.02


# Forward quadratic for the singly hydrogenated fraction
def singly(K_value, cover):
    a = K_value - 1
    return (np.sqrt(1 + 4 * a * cover * (1 - cover)) - 1) / a


for trial in (0.1, eps_wrong, eps, 0.4):
    for cover in (0.05, theta, 0.7):
        direct = equilibrium(site_states(trial), T, cover)[1]
        assert abs(direct - singly(np.exp(trial / kT), cover)) < 1e-9
f_random = equilibrium(site_states(0.0), T, theta)
assert abs(f_random[1] - 2 * theta * (1 - theta)) < 1e-10

# Local desorption order if the rate is proportional to f2
u = f1 / 2
order = theta / f2 * (1 - (1 - 2 * theta) / (1 + 2 * (K - 1) * u))


def numerical_order(energy):
    d = 1e-4
    up = equilibrium(site_states(energy), T, theta * (1 + d))[2]
    down = equilibrium(site_states(energy), T, theta * (1 - d))[2]
    return np.log(up / down) / np.log((1 + d) / (1 - d))


order_random = numerical_order(0.0)
assert abs(numerical_order(eps) - order) < 1e-5
assert abs(order_random - 2) < 1e-5


# Internal states: spin of the singly, tilt of the empty dimer
def internal_states(energy, tilts, spins):
    return ([(0, 0.0) for _ in range(tilts)]
            + [(1, 0.0) for _ in range(2) for _ in range(spins)]
            + [(2, -energy)])


E_spin = eps + kT * np.log(4)
E_both = eps + kT * np.log(4 / 2)
for E, tilts in ((E_spin, 1), (E_both, 2)):
    got = equilibrium(internal_states(E, tilts, 2), T, theta)
    assert np.allclose(got, f, atol=1e-9)
T_a, T_b = 550.0, 650.0
eps_a, eps_b = [pairing(equilibrium(internal_states(E_both, 2, 2),
                                    t, theta), t) for t in (T_a, T_b)]
slope = ((eps_a / (kB * T_a) - eps_b / (kB * T_b))
         / (1 / (kB * T_a) - 1 / (kB * T_b)))
assert abs(slope - E_both) < 1e-7

# Counting error for independent dimers
N = 1000
sigma = kT * np.sqrt((1 / f0 + 1 / f2 + 4 / f1) / N)
rng = np.random.default_rng(7)
counts = rng.multinomial(N, f, size=40000)
assert counts.min() > 0
sigma_sampled = np.std(pairing((counts / N).T, T))
assert abs(sigma_sampled / sigma - 1) < 0.05  # log is nonlinear
eps_high = pairing([f0, 0.035, f2], T)
eps_low = pairing([f0, 0.045, f2], T)
dT = 20.0
shift_T = pairing(f, T + dT) - eps

# Attraction between adjacent doubly hydrogenated dimers in a row
w = 0.04
B = np.exp(w / kT)
n = (np.sqrt(1 + 4 * (B - 1) * f2 * (1 - f2)) - 1) / (2 * (B - 1))
eps_row = eps - 2 * kT * np.log(f2 * (1 - f2 - n) / ((1 - f2) * n))
z = f1 / (2 * f0)
ring = np.indices((3,) * 10).reshape(10, -1)
single = np.array([1, 2 * z, z**2 * np.exp(eps_row / kT)])
bonds = ((ring == 2) & (np.roll(ring, 1, axis=0) == 2)).sum(axis=0)
weight = single[ring].prod(axis=0) * B**bonds
f_ring = np.bincount(ring[0], weights=weight) / weight.sum()
assert np.allclose(f_ring, f, atol=1e-6)  # ring of ten, short range


# Vibrational allowance: four bending modes shifted together
def oscillator(quantum):
    return quantum / 2 + kT * np.log(1 - np.exp(-quantum / kT))


wavenumber, change, modes = 620.0, 0.05, 4
quantum = h * c * 100 * wavenumber / e
levels = quantum * (np.arange(400) + 0.5)
assert abs(oscillator(quantum)
           + kT * np.log(np.exp(-levels / kT).sum())) < 1e-12
shift_vib = modes * (oscillator(quantum * (1 + change))
                     - oscillator(quantum))

# Rough Arrhenius times
nu_hop, E_hop, nu_des, E_des = 1e14, 1.7, 1e15, 2.5
t_hop = np.exp(E_hop / kT) / nu_hop
t_break = np.exp((E_hop + eps) / kT) / nu_hop
t_des = np.exp(E_des / kT) / nu_des

print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"input f0, f1, f2: {f0:.2f}, {f1:.2f}, {f2:.2f}")
print(f"coverage theta: {theta:.2f} H per site")
print(f"fugacity z = f1/(2 f0): {z:.4f}")
print(f"f0 f2/f1^2: {f0*f2/f1**2:.1f}; K = 4 f0 f2/f1^2: {K:.1f}")
print(f"ln K: {np.log(K):.4f}")
print(f"pairing energy eps: {eps:.4f} eV = {eps*e*6.02214076e23/1e3:.2f} kJ/mol")
print("fixed-number fractions, 500 dimers:", np.round(small, 6))
print("fixed-number fractions, 1000 dimers:", np.round(large, 6))
print(f"eps from the 1000-dimer fractions: {pairing(large, T):.4f} eV")
print(f"energy if the factor 4 is omitted: {eps_wrong:.4f} eV")
print(f"f1 which that energy would give: {singly(np.exp(eps_wrong/kT), theta):.4f}")
print("random-filling f0, f1, f2:", np.round(f_random, 4))
print(f"local desorption order, paired: {order:.3f}")
print(f"local desorption order, random: {order_random:.3f}")
print(f"bare energy, spin counted: {E_spin:.4f} eV")
print(f"bare energy, spin and free tilt counted: {E_both:.4f} eV")
print(f"effective eps at {T_a:.0f} K, {T_b:.0f} K (spin and tilt): "
      f"{eps_a:.4f}, {eps_b:.4f} eV")
print(f"energy from slope between them: {slope:.4f} eV")
print(f"eps for f1 = 0.045 and 0.035: {eps_low:.4f}, {eps_high:.4f} eV")
print(f"counting error, {N} dimers, formula: {sigma:.4f} eV")
print(f"counting error, {N} dimers, sampled: {sigma_sampled:.4f} eV")
print(f"shift if freezing temperature is {dT:.0f} K higher: {shift_T:.4f} eV")
print(f"rough neighbour attraction w: {w:.2f} eV; exp(w/kT): {B:.4f}")
print(f"ordered pair probability n: {n:.5f}")
print(f"pairing energy with this attraction: {eps_row:.4f} eV")
print(f"change due to attraction: {eps_row-eps:.4f} eV")
print("fractions from ring of ten dimers:", np.round(f_ring, 6))
print(f"rough bending mode: {wavenumber:.0f} cm^-1; quantum: {quantum:.4f} eV")
print(f"free-energy allowance, {modes} modes shifted {100*change:.0f}%: "
      f"{shift_vib:.4f} eV")
print(f"rough hop: prefactor {nu_hop:.0e} 1/s, barrier {E_hop:.1f} eV")
print(f"rough desorption: prefactor {nu_des:.0e} 1/s, barrier {E_des:.1f} eV")
print(f"time per hop of an unpaired H: {t_hop:.1f} s")
print(f"time to break a pair (barrier raised by eps): {t_break:.0f} s")
print(f"desorption time of a pair: {t_des:.1e} s = {t_des/86400:.0f} days")
print("PASS")
```

Output:

```
temperature: 600 K; kT: 0.05170 eV
input f0, f1, f2: 0.80, 0.04, 0.16
coverage theta: 0.18 H per site
fugacity z = f1/(2 f0): 0.0250
f0 f2/f1^2: 80.0; K = 4 f0 f2/f1^2: 320.0
ln K: 5.7683
pairing energy eps: 0.2982 eV = 28.78 kJ/mol
fixed-number fractions, 500 dimers: [0.799966 0.040068 0.159966]
fixed-number fractions, 1000 dimers: [0.799983 0.040034 0.159983]
eps from the 1000-dimer fractions: 0.2982 eV
energy if the factor 4 is omitted: 0.2266 eV
f1 which that energy would give: 0.0747
random-filling f0, f1, f2: [0.6724 0.2952 0.0324]
local desorption order, paired: 1.073
local desorption order, random: 2.000
bare energy, spin counted: 0.3699 eV
bare energy, spin and free tilt counted: 0.3341 eV
effective eps at 550 K, 650 K (spin and tilt): 0.3012, 0.2953 eV
energy from slope between them: 0.3341 eV
eps for f1 = 0.045 and 0.035: 0.2861, 0.3121 eV
counting error, 1000 dimers, formula: 0.0170 eV
counting error, 1000 dimers, sampled: 0.0173 eV
shift if freezing temperature is 20 K higher: 0.0099 eV
rough neighbour attraction w: 0.04 eV; exp(w/kT): 2.1676
ordered pair probability n: 0.11811
pairing energy with this attraction: 0.2825 eV
change due to attraction: -0.0157 eV
fractions from ring of ten dimers: [0.8  0.04 0.16]
rough bending mode: 620 cm^-1; quantum: 0.0769 eV
free-energy allowance, 4 modes shifted 5%: 0.0120 eV
rough hop: prefactor 1e+14 1/s, barrier 1.7 eV
rough desorption: prefactor 1e+15 1/s, barrier 2.5 eV
time per hop of an unpaired H: 1.9 s
time to break a pair (barrier raised by eps): 609 s
desorption time of a pair: 1.0e+06 s = 12 days
PASS
```
